# Gauge-origin independence of matrix elements over London orbitals

## The result

Take a molecule in a uniform magnetic field, and let $\mathbf O$ be the gauge origin, the arbitrary point from which position is counted in the vector potential (which vanishes there and along the field direction through it). Between London orbitals, the matrix elements of the overlap, of the squared kinetic momentum and of the electron repulsion do not contain $\mathbf O$ at all. For the overlap,

$$
S_{\mu\nu}=\int e^{i\mathbf k_{\mu\nu}\cdot(\mathbf r-\mathbf C)}\,\chi_\mu^*\chi_\nu\,d^3r,
\qquad
\mathbf k_{\mu\nu}=\tfrac12\,\mathbf b\times(\mathbf R_\mu-\mathbf R_\nu),
\tag{1}
$$

and the other two have the same structure. Here $\mathbf R_\mu$ is the centre of orbital $\mu$, and $\mathbf C$ is the point from which position is counted in the London phase.

The statement that the elements depend only on differences of centres needs a condition: $\mathbf C$ must move with the molecule. If $\mathbf C$ is fixed in space, a rigid displacement $\mathbf T$ of the molecule gives

$$
S_{\mu\nu}\;\to\;e^{i\mathbf k_{\mu\nu}\cdot\mathbf T}\,S_{\mu\nu}.
\tag{2}
$$

These phases can be absorbed into the orbitals and do not affect energies.

## Conventions

In Rydberg atomic units $\hbar=1$, $2m=1$ and $e^2=2$. Lengths are in bohr ($a_0$), the kinetic energy operator is $\pi^2$ without a prefactor, and the repulsion is $2/r_{12}$. The field enters as $\mathbf b=e\mathbf B/\hbar$, in $a_0^{-2}$. For an electron of charge $-e$,

$$
\boldsymbol\pi_O=\mathbf p+\mathbf A_O(\mathbf r),\qquad
\mathbf p=-i\nabla,\qquad
\mathbf A_O(\mathbf r)=\tfrac12\,\mathbf b\times(\mathbf r-\mathbf O),
\tag{3}
$$

where the factor $e/\hbar$ has been absorbed into $\mathbf A_O$. The London orbitals, also called gauge-including atomic orbitals (GIAOs), are

$$
\omega_\mu(\mathbf r)=e^{-i\mathbf A_O(\mathbf R_\mu)\cdot(\mathbf r-\mathbf C)}\,\chi_\mu(\mathbf r-\mathbf R_\mu).
\tag{4}
$$

The functions $\chi_\mu$ are smooth and localized, of any angular type, and contain neither $\mathbf O$ nor $\mathbf b$. They keep their shape and orientation when the molecule is displaced. The point $\mathbf C$ is chosen independently of $\mathbf O$; the choice $\mathbf C=0$ gives the phase $\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r$. Spin is left out of the operators.

## First derivation: carry the phases through the integrals

**Overlap.** Complex conjugation reverses the phase of the bra orbital, so the integrand contains the exponent $i[\mathbf A_O(\mathbf R_\mu)-\mathbf A_O(\mathbf R_\nu)]\cdot(\mathbf r-\mathbf C)$. From (3),

$$
\mathbf A_O(\mathbf R_\mu)-\mathbf A_O(\mathbf R_\nu)
=\tfrac12\mathbf b\times(\mathbf R_\mu-\mathbf O-\mathbf R_\nu+\mathbf O)
=\mathbf k_{\mu\nu}.
\tag{5}
$$

The gauge origin cancels before any integration, which proves (1).

**Squared kinetic momentum.** Write $\mathbf a_\nu=\mathbf A_O(\mathbf R_\nu)$, a constant vector. The product rule gives

$$
\mathbf p\,\bigl[e^{-i\mathbf a_\nu\cdot(\mathbf r-\mathbf C)}\chi_\nu\bigr]
=e^{-i\mathbf a_\nu\cdot(\mathbf r-\mathbf C)}\,(\mathbf p-\mathbf a_\nu)\chi_\nu,
$$

because $(-i)(-i\mathbf a_\nu)=-\mathbf a_\nu$. Adding $\mathbf A_O(\mathbf r)$, which commutes with the phase, we find

$$
\boldsymbol\pi_O\,\omega_\nu
=e^{-i\mathbf a_\nu\cdot(\mathbf r-\mathbf C)}\,\boldsymbol\pi_\nu\chi_\nu,
\qquad
\boldsymbol\pi_\nu=\mathbf p+\tfrac12\mathbf b\times(\mathbf r-\mathbf R_\nu).
\tag{6}
$$

The last form follows from $\mathbf A_O(\mathbf r)-\mathbf A_O(\mathbf R_\nu)=\frac12\mathbf b\times(\mathbf r-\mathbf R_\nu)$. The London phase has moved the origin of the vector potential to the orbital's own centre. The rule (6) holds for any smooth function in place of $\chi_\nu$, so it can be applied a second time, component by component:

$$
\langle\omega_\mu|\pi_O^2|\omega_\nu\rangle
=\int e^{i\mathbf k_{\mu\nu}\cdot(\mathbf r-\mathbf C)}\,
\chi_\mu^*\,\pi_\nu^2\,\chi_\nu\,d^3r.
\tag{7}
$$

There is no $\mathbf O$ on the right. The kinetic momentum is essential here. With $\mathbf p$ alone, the constant $-\mathbf a_\nu$ has nothing to cancel it, and $\mathbf O$ stays in the operator.

**Electron repulsion.** The operator $2/r_{12}$ multiplies by a function of position and commutes with all phases. Orbitals $\mu,\nu$ belong to electron 1 and $\lambda,\sigma$ to electron 2. Applying (5) to each pair gives

$$
(\mu\nu|\lambda\sigma)=\iint
e^{i\mathbf k_{\mu\nu}\cdot(\mathbf r_1-\mathbf C)+i\mathbf k_{\lambda\sigma}\cdot(\mathbf r_2-\mathbf C)}
\,\chi_\mu^*\chi_\nu(\mathbf r_1)\,\frac{2}{r_{12}}\,\chi_\lambda^*\chi_\sigma(\mathbf r_2)\,d^3r_1d^3r_2.
\tag{8}
$$

**Dependence on the centres.** Although $\mathbf k_{\mu\nu}$ contains only a difference, the factor $\mathbf r-\mathbf C$ still refers to a point in space. To expose this, put $\mathbf r=\mathbf R_\nu+\mathbf s$. The exponent splits into $i\mathbf k_{\mu\nu}\cdot\mathbf s$ and $i\theta_{\mu\nu}$, with

$$
\theta_{\mu\nu}=\mathbf k_{\mu\nu}\cdot(\mathbf R_\nu-\mathbf C)
=\tfrac12\mathbf b\cdot\bigl[(\mathbf R_\mu-\mathbf R_\nu)\times(\mathbf R_\nu-\mathbf C)\bigr]
=\tfrac12\mathbf b\cdot\bigl[(\mathbf R_\mu-\mathbf C)\times(\mathbf R_\nu-\mathbf C)\bigr].
\tag{9}
$$

The second form uses $(\mathbf b\times\mathbf u)\cdot\mathbf v=\mathbf b\cdot(\mathbf u\times\mathbf v)$. The third follows by writing $\mathbf R_\mu-\mathbf R_\nu=(\mathbf R_\mu-\mathbf C)-(\mathbf R_\nu-\mathbf C)$ and dropping the cross product of a vector with itself. With $\mathbf D=\mathbf R_\mu-\mathbf R_\nu$,

$$
S_{\mu\nu}=e^{i\theta_{\mu\nu}}\int e^{\frac i2(\mathbf b\times\mathbf D)\cdot\mathbf s}\,
\chi_\mu^*(\mathbf s-\mathbf D)\,\chi_\nu(\mathbf s)\,d^3s.
\tag{10}
$$

The integral contains the centres only through $\mathbf D$. The same holds for (7), where $\pi_\nu$ becomes $-i\nabla_s+\frac12\mathbf b\times\mathbf s$. In (8), put $\mathbf r_1=\mathbf R_\nu+\mathbf s_1$ and $\mathbf r_2=\mathbf R_\sigma+\mathbf s_2$. The prefactor is then $e^{i(\theta_{\mu\nu}+\theta_{\lambda\sigma})}$, and since $\mathbf r_1-\mathbf r_2=\mathbf s_1-\mathbf s_2+\mathbf R_\nu-\mathbf R_\sigma$, the remaining integral contains only differences of centres.

The angle $\theta_{\mu\nu}$ is the flux of $\mathbf b$ through the oriented triangle $\mathbf C,\mathbf R_\mu,\mathbf R_\nu$. If $\mathbf C$ moves with the molecule, the triangle moves rigidly and $\theta_{\mu\nu}$ is unchanged. If $\mathbf C$ stays fixed while every centre moves by $\mathbf T$, the cross product in (9) gains $(\mathbf R_\mu-\mathbf C)\times\mathbf T+\mathbf T\times(\mathbf R_\nu-\mathbf C)=(\mathbf R_\mu-\mathbf R_\nu)\times\mathbf T$. Hence $\theta_{\mu\nu}$ grows by $\mathbf k_{\mu\nu}\cdot\mathbf T$, which is (2).

## Second derivation: transform operators and orbitals together

The same result follows from three changes of description, without writing out an integral. Let $M_{\mu\nu}(\{\mathbf R\};\mathbf O,\mathbf C)$ stand for an element of the overlap or of $\pi_O^2$.

**Move the gauge origin.** Replace $\mathbf O$ by $\mathbf O+\mathbf d$ and define $\mathbf g=\frac12\mathbf b\times\mathbf d$. Then $\mathbf A_{O+d}(\mathbf r)=\mathbf A_O(\mathbf r)-\mathbf g$ at every point, including every orbital centre. By (4), each London orbital acquires the same factor:

$$
\omega_\mu\to U\omega_\mu,\qquad U=e^{i\mathbf g\cdot(\mathbf r-\mathbf C)}.
\tag{11}
$$

For any smooth $f$, the product rule gives $U\mathbf p\,(U^\dagger f)=(\mathbf p-\mathbf g)f$, while $U$ commutes with $\mathbf A_O(\mathbf r)$. Therefore

$$
U\boldsymbol\pi_OU^\dagger=\mathbf p-\mathbf g+\mathbf A_O(\mathbf r)=\boldsymbol\pi_{O+d}.
\tag{12}
$$

Since $U^\dagger U=1$,

$$
\langle U\omega_\mu|\pi_{O+d}^2|U\omega_\nu\rangle
=\langle\omega_\mu|U^\dagger U\pi_O^2U^\dagger U|\omega_\nu\rangle
=\langle\omega_\mu|\pi_O^2|\omega_\nu\rangle .
$$

The overlap is unchanged for the same reason. In a repulsion element, $U^*U=1$ for each electron separately. So $M_{\mu\nu}$ does not depend on $\mathbf O$.

**Translate everything.** Let $(\tau f)(\mathbf r)=f(\mathbf r-\mathbf T)$. This operator is unitary, commutes with $\mathbf p$, and satisfies $\tau\mathbf r\tau^\dagger=\mathbf r-\mathbf T$. Hence $\tau\boldsymbol\pi_O\tau^\dagger=\boldsymbol\pi_{O+T}$. Because $\mathbf A_{O+T}(\mathbf R_\mu+\mathbf T)=\mathbf A_O(\mathbf R_\mu)$, the function $\tau\omega_\mu$ is the London orbital with centre, gauge origin and reference point all moved by $\mathbf T$. Thus

$$
M_{\mu\nu}(\{\mathbf R+\mathbf T\};\mathbf O+\mathbf T,\mathbf C+\mathbf T)=M_{\mu\nu}(\{\mathbf R\};\mathbf O,\mathbf C).
\tag{13}
$$

The gauge origin may now be moved back at no cost, by the first step. What remains says that the elements are unchanged when the molecule and $\mathbf C$ move together. The repulsion obeys the same rule, since $r_{12}$ is unchanged when both electrons are translated.

**Move the reference point.** Replacing $\mathbf C$ by $\mathbf C+\mathbf c$ multiplies $\omega_\mu$ by the constant $e^{i\mathbf A_O(\mathbf R_\mu)\cdot\mathbf c}$. Conjugating the bra factor and using (5),

$$
M_{\mu\nu}(\{\mathbf R\};\mathbf C+\mathbf c)=e^{-i\mathbf k_{\mu\nu}\cdot\mathbf c}\,M_{\mu\nu}(\{\mathbf R\};\mathbf C).
\tag{14}
$$

Apply this with $\mathbf c=\mathbf T$ to the displaced molecule, whose $\mathbf k_{\mu\nu}$ are the old ones, and then use (13):

$$
M_{\mu\nu}(\{\mathbf R+\mathbf T\};\mathbf C)
=e^{i\mathbf k_{\mu\nu}\cdot\mathbf T}M_{\mu\nu}(\{\mathbf R+\mathbf T\};\mathbf C+\mathbf T)
=e^{i\mathbf k_{\mu\nu}\cdot\mathbf T}M_{\mu\nu}(\{\mathbf R\};\mathbf C).
$$

This is (2) again. For repulsion, the exponent is $i(\mathbf k_{\mu\nu}+\mathbf k_{\lambda\sigma})\cdot\mathbf T$.

**Energies.** The phase factorizes: $e^{i\mathbf k_{\mu\nu}\cdot\mathbf T}=u_\mu^*u_\nu$, with $u_\nu=e^{-\frac i2(\mathbf b\times\mathbf R_\nu)\cdot\mathbf T}$. A displacement at fixed $\mathbf C$ therefore acts as a rephasing of the basis functions. Replacing each orbital coefficient $c_\nu$ by $u_\nu^*c_\nu$ restores every term of the Hartree–Fock energy. Nuclear attraction follows the same rule when the nuclei move with the orbitals, because it too is a multiplicative operator.

Equation (14) also shows what happens if $\mathbf C$ is tied to $\mathbf O$. The elements then acquire $e^{-i\mathbf k_{\mu\nu}\cdot\mathbf d}$ when the gauge origin moves by $\mathbf d$. The energy is still independent of $\mathbf O$, but the individual elements in general are not.

## What each derivation assumes

Both derivations need a uniform field, the same $\mathbf b$ in the orbitals and in the operator, and functions $\chi_\mu$ free of $\mathbf O$. They use these assumptions differently.

The first relies on the explicit form of the operators. In return it gives the integrals to be evaluated, and it separates the flux phase from the part that depends on differences. It also gives the response to a weak field. Since $\mathbf k_{\mu\nu}\cdot(\mathbf r-\mathbf C)=\frac12\mathbf b\cdot[(\mathbf R_\mu-\mathbf R_\nu)\times(\mathbf r-\mathbf C)]$, differentiating (1) at zero field yields

$$
\left.\frac{\partial S_{\mu\nu}}{\partial\mathbf b}\right|_{0}
=\frac i2\,(\mathbf R_\mu-\mathbf R_\nu)\times\langle\chi_\mu|\mathbf r-\mathbf C|\chi_\nu\rangle .
\tag{15}
$$

This derivative is free of $\mathbf O$ but not of $\mathbf C$. Here the independence of $\chi_\mu$ from $\mathbf b$ is needed; for the cancellation of $\mathbf O$ it is not.

The second derivation needs only the way operators transform, so it extends at once to others. In NMR shielding, a nuclear magnetic moment adds its own vector potential $\mathbf a_N(\mathbf r)$, which is attached to the nucleus and free of $\mathbf O$. As $U$ commutes with it, $U(\boldsymbol\pi_O+\mathbf a_N)U^\dagger=\boldsymbol\pi_{O+d}+\mathbf a_N$. For a point moment the term $a_N^2$ grows as $1/r^4$ at the nucleus and has no finite expectation value over orbitals that are nonzero there, but it is of second order in the moment and does not enter the shielding. The matrix elements of zeroth and first order in the moment are finite and free of $\mathbf O$. To that order the Hartree–Fock energy is independent of $\mathbf O$ at every field, and so is its mixed derivative with respect to field and moment, the shielding.

The second route also shows where the argument stops. A general gauge change $\mathbf A\to\mathbf A+\nabla f$ requires the common factor $e^{-if(\mathbf r)}$. Orbitals built by rule (4) instead acquire $e^{-i\nabla f(\mathbf R_\mu)\cdot(\mathbf r-\mathbf C)}$, which is common to all centres only if $\nabla f$ has the same value at each of them. Moving the gauge origin makes $\nabla f$ constant. A change from the symmetric form (3) to a potential such as $\mathbf A=(0,b_zx,0)$ for a field along $z$ has $\nabla f=\frac12 b_z(y,x,0)$ (for $\mathbf O=0$), which varies with position, and the proof does not cover it.

Ordinary orbitals $\chi_\mu$ have no phase to follow the operator. In a complete basis this would do no harm, because $U$ maps the full function space onto itself. The span of a finite set of $\chi_\mu$ is in general not mapped onto itself, so the energy can depend on $\mathbf O$. London orbitals remove that dependence; they do not remove the remaining basis-set error.

## Example: H₃⁺ in a strong field

Consider equilateral H$_3^+$ with a chosen side of $1.65\,a_0$, treated by restricted Hartree–Fock in the STO-3G basis. Electron correlation and nuclear motion are left out, and the basis is minimal. The centroid is at the coordinate origin, the molecule lies in the $xy$ plane, and $b_z=0.1\,a_0^{-2}$, or $2.35\times10^4$ T. The field is this strong so that its effects are easy to see. With $\mathbf C=0$ and the gauge origin on the $x$ axis, the energies are:

| $O_x$ ($a_0$) | London (Ry) | Ordinary (Ry) |
|---|---|---|
| 0 | −2.46609 | −2.46487 |
| 5 | −2.46609 | −2.39985 |
| 10 | −2.46609 | −2.19191 |

At zero field the STO-3G energy is $-2.47510$ Ry, so with London orbitals in this basis the field raises it by $0.0090$ Ry. With ordinary orbitals, moving the gauge origin by $10\,a_0$ raises the energy by $0.2730$ Ry (3.71 eV), about thirty times that London-orbital shift. Even with the gauge origin at the centroid, the ordinary basis lies $0.0012$ Ry above the London one. None of these numbers is converged in the basis. In cc-pVQZ the zero-field energy is $-2.6003$ Ry, lower by $0.125$ Ry. With ordinary orbitals and the gauge origin at the centroid, the field shift is $0.0075$ Ry in cc-pVTZ, aug-cc-pVTZ and cc-pVQZ alike, so the minimal-basis London value of $0.0090$ Ry is about 20% too high. The rise for a $10\,a_0$ move of the gauge origin falls to $0.0414$ Ry in cc-pVDZ, $0.0080$ Ry in cc-pVTZ and $0.0015$ Ry in aug-cc-pVTZ, so the factor of thirty belongs to the minimal basis.

The phase of $S_{12}$ can be worked out by hand. Nuclei 1 and 2 are at $(\mp0.8250,-0.4763,0)\,a_0$, so $(\mathbf R_1\times\mathbf R_2)_z=2(0.8250)(0.4763)=0.7859\,a_0^2$ and $\theta_{12}=\frac12(0.1)(0.7859)=0.0393$. The computed $S_{12}=0.5721+0.0225i$ has the phase $\arctan(0.0225/0.5721)=0.0393$, so the integral in (10) is real and positive here.

The reason is that the product of two s Gaussians is a Gaussian centred on the line joining them. Its Fourier transform at $\mathbf k_{12}$ has no further phase, since $\mathbf k_{12}$ is perpendicular to that line, and the contraction coefficients are positive. The repulsion element $(12|23)=0.3976+0.0246i$ Ry behaves differently. Its phase is $0.0617$, whereas $\theta_{12}+\theta_{23}=0.0786$ by the threefold symmetry. The remaining integral over differences is therefore complex.

Now displace the molecule by $(3,2,1)\,a_0$ with $\mathbf C$ fixed. As $\mathbf k_{12}=(0,-0.0825,0)\,a_0^{-1}$, the phase changes by $-0.0825\times2=-0.165$, and $S_{12}$ becomes $0.5680-0.0718i$. If $\mathbf C$ moves too, $S_{12}$ keeps its original value. The energy is the same in both cases.

A closed product of overlaps is free of the choice of $\mathbf C$. For s functions of this kind, the phase of $S_{12}S_{23}S_{31}$ is $\theta_{12}+\theta_{23}+\theta_{31}$. Summing the cross products in (9) gives $\frac12\mathbf b\cdot[(\mathbf R_1-\mathbf R_3)\times(\mathbf R_2-\mathbf R_3)]$, the flux through the molecular triangle. Its area is $1.1789\,a_0^2$, so the flux phase is $0.1\times1.1789=0.1179$ rad, in agreement with the phase computed from the overlaps. The numerical check also compares the closed-form overlap, $\pi^2$ and repulsion integrals with direct quadrature of their definitions at two gauge origins. This is done for a separate set of primitive Gaussians in a tilted field, not for the H$_3^+$ elements; those are compared with library integrals at zero field.

## Calculated quantities

```
Quadrature error, overlap: 8.4e-15 a0^3
Quadrature error, pi^2: 5.5e-09 Ry a0^3
Quadrature error, repulsion: 9.2e-13 Ry a0^6
H3+ RHF/STO-3G
Side: 1.65 a0
Nucleus 1: (-0.825000, -0.476314, 0.000000) a0
Nucleus 2: (0.825000, -0.476314, 0.000000) a0
Nucleus 3: (0.000000, 0.952628, 0.000000) a0
Field b_z: 0.100 a0^-2
Field B_z: 2.3505e+04 T
k12: (0.000000, -0.082500, 0.000000) a0^-1
Zero-field energy: -2.47509540 Ry
O_x = 0 a0: London -2.46609246 Ry, ordinary -2.46487161 Ry
O_x = 5 a0: London -2.46609246 Ry, ordinary -2.39984854 Ry
O_x = 10 a0: London -2.46609246 Ry, ordinary -2.19190671 Ry
London energy at O=0: -33.55290 eV
London field shift: 0.00900294 Ry
Ordinary rise, O_x 0 to 10 a0: 0.272965 Ry = 3.7139 eV
Largest London element change with O < 1e-11: True
O_x = 0 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
O_x = 5 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
O_x = 10 a0: S12 = 0.572086 +0.022492i
  pi^2_12 = 0.334015 +0.013132i Ry
  (12|23) = 0.397573 +0.024566i Ry
Rigid shift: (3, 2, 1) a0
Phase k12.shift: -0.165000 rad
S12 shifted, C fixed: 0.568011 -0.071780i
S12 shifted, C comoving: 0.572086 +0.022492i
Phase -k12.O for C = O, O_y = 10 a0: 0.825000 rad
S12 with C = O, O_y = 10 a0: 0.371671 +0.435487i
Energy shifted, C fixed: -2.46609246 Ry
Energy with C = O, O_y = 10 a0: -2.46609246 Ry
Triangle area: 1.178877 a0^2
Flux phase b.area: 0.117888 rad
Loop phase S12 S23 S31: 0.117888 rad
dS12/db_z at b=0: 0.000000 +0.225572i a0^2
```
